# Two-dimensional magnetization oscillations at fixed chemical potential and fixed density

## Problem

Electrons move in a plane in parabolic bands $i$ with mass $m_i$ and bottom $\Delta_i$, in a perpendicular field $B$. There is no interaction, no disorder, no Zeeman splitting (each level keeps spin degeneracy $g$) and no tunnelling between bands, so magnetic breakdown is absent. The levels are $\Delta_i+\varepsilon_i(j+\tfrac12)$ with $\varepsilon_i=\hbar eB/m_i$, each holding $D=cB$ electrons per area, $c=ge/h$. Define $\rho_i=D/\varepsilon_i$ (the zero-field density of states), $\rho=\sum_i\rho_i$, $w_i=\rho_i/\rho=m_i/\sum m$, and $F_i=m_i(\mu_0-\Delta_i)/\hbar e$, where $\mu_0$ is the zero-field chemical potential, so that $n=c\sum_iF_i$. The magnetization per area is $M_\mu=-\partial\Omega/\partial B$ when an ideal reservoir holds $\mu=\mu_0$, and $M_n=-\partial E/\partial B$ when the density $n$ is held. Take $T=0$.

(a) For one band find $M_\mu(B)$ and $M_n(B)$, their slopes, jumps and harmonics in $1/B$.

(b) For two bands, both occupied at all fields considered, find the frequencies and amplitudes in each ensemble.

(c) Evaluate for $g=2$, $m_1=0.6\,m_e$, $m_2=0.4\,m_e$, $F_1=470$ T, $F_2=130$ T, with band 1 alone at $B=10.05$ T for part (a).

## Hints

1. Write $F/B$ as an integer plus a remainder. The natural integer differs between the ensembles.
2. Subtract the zero-field potential and divide by $B^2$. Ask what the rest depends on.
3. For two bands at fixed $n$, treat $y_i=F_i/B$ as two independent phases and ask where $\mu$ sits for given $y_1,y_2$.
4. Use the filling of the partly filled level as an integration variable.

## Solution

### (a) One band

Set $\Delta=0$, $x=\mu_0/\varepsilon=F/B$ and $\mu^*=e\hbar/2m$, so $\varepsilon/B=2\mu^*=c/\rho$.

At fixed $\mu$, level $j$ is full when $j+\tfrac12<x$, so $N$ levels are full with $x=N+s$, $|s|\le\tfrac12$. Since $\sum_{j<N}(j+\tfrac12)=N^2/2$ and $D=\rho\varepsilon$,
$$\Omega=-D\sum_{j<N}[\mu_0-\varepsilon(j+\tfrac12)]=-\rho N\mu_0\varepsilon+\tfrac12\rho N^2\varepsilon^2=-\tfrac12\rho\mu_0^2+\tfrac12\rho\varepsilon^2s^2 .$$
The last form uses $Nx-N^2/2=(x^2-s^2)/2$; it holds for $N\ge0$, that is $x\ge-\tfrac12$. Between level crossings $N$ is constant and $d\varepsilon/dB=2\mu^*$, so the middle form gives
$$M_\mu=2\mu^*\rho N(\mu_0-N\varepsilon)=c\,\varepsilon Ns,\qquad \frac{dM_\mu}{dB}=-(2\mu^*)^2\rho N^2 .$$
As $B$ falls through $F/B=N+\tfrac12$, the product $Ns$ goes from $N/2$ to $-(N+1)/2$. The jump is $-c\varepsilon(N+\tfrac12)=-c\mu_0=-2\mu^*n$, with $n=\rho\mu_0$ the zero-field density.

At fixed $n$, the filling $\nu=n/D=F/B=N+f$, $0\le f<1$, means $N$ full levels and a fraction $f$ of the next:
$$E=D\varepsilon\Big[\frac{N^2}{2}+(\nu-N)(N+\tfrac12)\Big]=-\tfrac12\rho\varepsilon^2N(N+1)+n\varepsilon(N+\tfrac12).$$
Adding and subtracting $f^2/2$ turns the bracket into $\nu^2/2+f(1-f)/2$, so also $E=n^2/2\rho+\tfrac12\rho\varepsilon^2f(1-f)$. Differentiating the first form at constant $N$,
$$M_n=2\mu^*[DN(N+1)-n(N+\tfrac12)]=c\,\varepsilon\Big[\frac N2-f(N+\tfrac12)\Big],\qquad \frac{dM_n}{dB}=+(2\mu^*)^2\rho N(N+1),$$
where $dD/dB=c=2\mu^*\rho$. As $B$ falls through $F/B=N$, the bracket goes from its value for $N-1$ at $f\to1$, which is $-N/2$, to $+N/2$. The jump is $+c\varepsilon N=+2\mu^*n$.

Both curves are linear in $B$ between jumps. $M_\mu$ has negative slope (for $N\ge1$) and jumps at half-integer $F/B$; $M_n$ has positive slope (for $N\ge1$) and jumps at integer $F/B$. The reason is visible in the bracket of $M_n$: as $f$ runs from 0 to 1 it passes linearly from $N/2$ to $-(N+1)/2$, the two ends of the fixed-$\mu$ jump. At fixed $n$, $\mu$ is pinned to the partly filled level for a whole period, and the vertical edge of the fixed-$\mu$ sawtooth is stretched into the slanted side. Conversely, $Ns$ runs from $-N/2$ to $N/2$ while $\mu_0$ crosses the gap, which at fixed $n$ happens at a single field.

For harmonics, substitute $N=x-s$ and $N=\nu-f$, and use $c\varepsilon x=2\mu^*n$:
$$M_\mu=2\mu^*n\Big[s-\frac{s^2}{x}\Big],\qquad M_n=2\mu^*n\Big[\tfrac12-f-\frac{f(1-f)}{\nu}\Big].$$
The second terms equal $-2\tilde\Omega/B$ and $-2\tilde E/B$, a tilde marking the potential minus its zero-field value; relative to the sawtooth they are of order $B/F$. The first terms are periodic in $1/B$. Integration by parts gives $2\int_{-1/2}^{1/2}s\sin(2\pi ps)\,ds=(-1)^{p+1}/\pi p$. The function $\tfrac12-f$ is $-s$ evaluated at $\nu-\tfrac12$; the shift multiplies harmonic $p$ by $(-1)^p$, and with the overall minus sign the coefficient becomes $+1/\pi p$. Hence, to leading order in $B/F$,
$$M_\mu\simeq2\mu^*n\sum_{p\ge1}\frac{(-1)^{p+1}}{\pi p}\sin\frac{2\pi pF}{B},\qquad M_n\simeq2\mu^*n\sum_{p\ge1}\frac{1}{\pi p}\sin\frac{2\pi pF}{B}.$$
Odd harmonics agree in size and sign. At this order the ensemble shows in the sign of the even harmonics alone.

### (b) Two bands

Let $y_i=F_i/B$. In both ensembles the oscillating potential will have the form $(D^2/\rho)\,e(y_1,y_2)$ with $e$ of period 1 in each argument and even under $y\to-y$. With $dy_i/dB=-F_i/B^2$,
$$M=\frac{c^2}{\rho}\Big[\sum_iF_i\frac{\partial e}{\partial y_i}-2Be\Big].$$
Write $e=\sum e_{pq}e^{2\pi i(py_1+qy_2)}$. Evenness makes $e_{pq}=e_{-p,-q}$ real, so each pair $\pm(p,q)$ contributes $2e_{pq}\cos2\pi(py_1+qy_2)$ to $e$, and $-4\pi(pF_1+qF_2)e_{pq}\sin2\pi(py_1+qy_2)$ to the first term. With $g_{pq}\equiv-4\pi^2e_{pq}$, one term per pair,
$$M=\sum A_{pq}\sin\frac{2\pi(pF_1+qF_2)}{B}-\frac{2c^2B}{\rho}e,\qquad A_{pq}=\frac{c^2}{\pi\rho}(pF_1+qF_2)\,g_{pq}.$$

**Fixed $\mu$.** $\Omega$ is a sum over bands, and $\rho_i\varepsilon_i^2=D^2/\rho w_i$, so $e=\sum_is(y_i)^2/2w_i$ and $\partial e/\partial y_i=s(y_i)/w_i$. Matching the series for $s$ to $-4\pi p\,e_{p0}=pg_{p0}/\pi$ gives
$$g_{p0}=\frac{(-1)^{p+1}}{p^2w_1},\qquad g_{0q}=\frac{(-1)^{q+1}}{q^2w_2},\qquad g_{pq}=0\ \text{ for } pq\ne0 .$$
A sum of functions of one phase each has no mixed Fourier component.

**Fixed $n$: the constraint.** Let $\mu=\mu_0+\delta$, $x_i=(\mu-\Delta_i)/\varepsilon_i$, and define $s_i$ by $n_i=D(x_i-s_i)$. When $\mu$ lies in a gap of band $i$, $s_i$ is the remainder of part (a). When $\mu$ sits on a level of band $i$ with filling $f$, then $x_i=N+\tfrac12$ and $s_i=\tfrac12-f$ takes any value in $[-\tfrac12,\tfrac12]$. Summing $n_i$ with $Dx_i=\rho_i(\mu-\Delta_i)$ and $n=\sum\rho_i(\mu_0-\Delta_i)$ gives $\rho\delta=D\sigma$, $\sigma=s_1+s_2$. Since $D/\rho\varepsilon_i=w_i$,
$$x_i=y_i+w_i\sigma .$$
The phase of each band is shifted by the oscillation of both, and this equation is the source of the mixing.

**The energy.** $E=\Omega(\mu)+\mu n$. The smooth part is $-\tfrac12\sum\rho_i(\mu_0-\Delta_i+\delta)^2+(\mu_0+\delta)n=E_0-\tfrac12\rho\delta^2$, because the linear terms $-n\delta$ and $+n\delta$ cancel. Hence $\tilde E=(D^2/\rho)e$ with $e=\sum_iS(x_i)^2/2w_i-\sigma^2/2$, where $S$ is the distance to the nearest integer. Shifting $y_i$ by an integer leaves $s_1,s_2$ unchanged, and $y\to-y$ reverses them, so $e$ is periodic and even as assumed.

The gradient follows from $dE=\sum n_i\,d\Delta_i+\mu\,dn$, which holds because a band shift moves all its occupied states and added electrons enter the level at $\mu$. Change $y_1$ at fixed $B,\mu_0$: $d\Delta_1=-\varepsilon_1dy_1$, $dn=D\,dy_1$. The same rule holds for $E_0$ with $n_1\to Dy_1$, $\mu\to\mu_0$. Subtracting, and using $\delta=\varepsilon_1w_1\sigma$,
$$\frac{\partial\tilde E}{\partial y_1}=D\varepsilon_1\big[w_1\sigma-(x_1-s_1-y_1)\big]=D\varepsilon_1s_1 .$$
So $\partial e/\partial y_i=s_i/w_i$, pinned or not, and $\sum_iw_i\,\partial e/\partial y_i=\sigma$. In Fourier components,
$$2\pi ik\,e_{pq}=\sigma_{pq},\qquad k=pw_1+qw_2 .$$

**Where $\mu$ sits.** Unless $n/D$ is an integer, some level is partly filled, so $\mu$ is on a level of band 1 (region I) or band 2 (region II); integer filling and level coincidences are lines of zero area on the torus $(y_1,y_2)$. In region I, modulo 1, $x_1=\tfrac12$ and $x_2=s_2$, so
$$y_1=\tfrac12-w_1(s_1+s_2),\qquad y_2=s_2-w_2(s_1+s_2),\qquad s_1,s_2\in[-\tfrac12,\tfrac12].$$
The Jacobian determinant is $(-w_1)(1-w_2)-(-w_1)(-w_2)=-w_1$. The map is one-to-one because given $y$ the ground state fixes $\mu$ and both fillings. Region I thus has area $w_1$, region II by symmetry $w_2$, and together they fill the torus.

**The integral.** In region I, $e^{-2\pi i(py_1+qy_2)}=(-1)^pe^{2\pi ik\sigma}e^{-2\pi iqs_2}$. Replace $k$ by a free variable $\kappa$, so that the factor $\sigma$ is produced by $(2\pi i)^{-1}d/d\kappa$. With $\int_{-1/2}^{1/2}e^{2\pi i\kappa s}ds=\operatorname{sinc}\kappa\equiv\sin\pi\kappa/\pi\kappa$,
$$\sigma_{pq}=\frac{G'(k)}{2\pi i},\qquad G(\kappa)=\operatorname{sinc}\kappa\,\big[w_1(-1)^p\operatorname{sinc}(\kappa-q)+w_2(-1)^q\operatorname{sinc}(\kappa-p)\big].$$
Then $e_{pq}=G'(k)/[(2\pi i)^2k]$, so $g_{pq}=G'(k)/k$.

For $p=q$, $k=p$ and $G=(-1)^p\operatorname{sinc}\kappa\operatorname{sinc}(\kappa-p)$. At $\kappa=p$ the first sinc vanishes with slope $\cos(\pi p)/p$ and the second equals 1, so $G'=1/p$.

For $p\neq q$, $\sin\pi(\kappa-q)=(-1)^q\sin\pi\kappa$ gives
$$G=(-1)^{p+q}\frac{\sin^2\pi\kappa}{\pi^2\kappa}H(\kappa),\qquad H=\frac{w_1}{\kappa-q}+\frac{w_2}{\kappa-p}.$$
From $w_1+w_2=1$, $k-q=w_1(p-q)$ and $k-p=-w_2(p-q)$. Therefore $H(k)=0$, the derivative of the prefactor drops out, and $H'(k)=-(1/w_1+1/w_2)/(p-q)^2=-1/[w_1w_2(p-q)^2]$. The result for sharp levels is
$$g_{pp}=\frac1{p^2},\qquad g_{pq}=-(-1)^{p+q}\frac{\operatorname{sinc}^2k}{(p-q)^2w_1w_2}\quad(p\ne q).$$
At $k=0$ the relation to $\sigma_{pq}$ is empty, but $e$ is continuous in $w_1$ (a sum of sorted levels is continuous in the masses), so the formula holds there with $\operatorname{sinc}0=1$.

The sum and difference frequencies have
$$A_{11}=\frac{c^2}{\pi\rho}(F_1+F_2),\qquad A_{1,-1}=-\frac{c^2}{\pi\rho}(F_1-F_2)\frac{\operatorname{sinc}^2(w_1-w_2)}{4w_1w_2},$$
although no orbit encloses the corresponding areas. The series $A_{pp}=c^2(F_1+F_2)/\pi\rho p$ is the one-band fixed-$n$ series $2\mu^*n/\pi p=c^2F/\pi\rho p$ with the total density and total $\rho$; its period is that of the total filling $n/D=y_1+y_2$, at whose integer values $\mu$ jumps to the next level. A combination with $p\ne q$ is absent when $k$ is a nonzero integer. The derivation needs sharp, spin-degenerate levels, $T=0$ and a closed system; level broadening or interlayer dispersion would let $\mu$ move within the width of a level, and a field-independent reservoir would let it lie between levels. In each case the regions where $\mu$ is pinned exactly at a level centre would no longer fill the torus.

### (c) Numbers

With $\hbar e/m_e=0.11577$ meV/T, $\mu_0-\Delta_1=0.11577\times470/0.6\approx90.7$ meV and $\mu_0-\Delta_2=37.6$ meV, an offset of 53.1 meV. With $c=4.836\times10^{14}$ m$^{-2}$T$^{-1}$, $n=600\,c=2.90\times10^{17}$ m$^{-2}$.

Band 1 alone has $2\mu^*=2\mu_B/0.6=3.3333\,\mu_B$. At 10.05 T, $F/B=46.7662$; magnetizations are per electron of the zero-field density.

Fixed $\mu$: $N=47$, $s=-0.2338$, $M_\mu=3.3333\times47\times(-0.2338)/46.7662=-0.783\,\mu_B$, slope $-3.3333\times47^2/470=-15.67\,\mu_B$/T.

Fixed $n$: $N=46$, $M_n=3.3333\,(46\times47/46.7662-46.5)=-0.900\,\mu_B$, slope $+3.3333\times46\times47/470=+15.33\,\mu_B$/T.

The neighbouring jumps, as $B$ falls, are $-3.333\,\mu_B$ at $470/46.5=10.1075$ T and $+3.333\,\mu_B$ at $470/47=10.0000$ T. The first three harmonics are $3.3333/\pi p=1.061,\ 0.531,\ 0.354\,\mu_B$, the second negative at fixed $\mu$.

For two bands $c/\rho=2\mu_B/(0.6+0.4)$, so $c^2/\pi\rho n\mu_B=2/(\pi\times600\ \mathrm T)=1.0610\times10^{-3}$ T$^{-1}$. Amplitudes in $\mu_B$ per electron:

| $(p,q)$ | $F$ (T) | $k$ | $g$, fixed $n$ | $A_\mu$ | $A_n$ |
|---|---|---|---|---|---|
| (1,0) | 470 | 0.6 | 1.0607 | 0.831 | 0.529 |
| (0,1) | 130 | 0.4 | 2.3866 | 0.345 | 0.329 |
| (1,1) | 600 | 1.0 | 1 | 0 | 0.637 |
| (1,−1) | 340 | 0.2 | −0.9116 | 0 | −0.329 |
| (2,0) | 940 | 1.2 | −0.0253 | −0.416 | −0.025 |
| (2,−1) | 810 | 0.8 | 0.0253 | 0 | 0.022 |
| (2,−3) | 550 | 0 | 0.1667 | 0 | 0.097 |

For instance $A_{1,-1}=1.0610\times10^{-3}\times340\times(-0.9116)=-0.329$, and $g_{2,-3}=1/(25\times0.6\times0.4)=0.1667$. With $n\mu_B=2.691\times10^{-6}$ A, the sum and difference amplitudes are $1.71\times10^{-6}$ A and $-8.85\times10^{-7}$ A. At fixed $n$ the sum line exceeds both fundamentals, and the second harmonic of $F_1$ falls to 6% of its fixed-$\mu$ size, because $k=1.2$ lies beyond the first zero of the sinc, where $\operatorname{sinc}^2k$ stays below 0.05 (here it is 0.024). The table is a selection: the same formula gives $A_n=0.318$, $0.169$, $0.151$ and $0.100$ for $(2,2)$, $(2,1)$, $(1,2)$ and $(3,2)$. All these values are for unsplit levels. With a spin $g$-factor of 2 the Zeeman splitting $\hbar eB/m_e$ is 0.6 and 0.4 of the two level spacings. At fixed $\mu$ harmonic $p$ of band $i$ is then multiplied by $\cos(\pi p\,m_i/m_e)$. At fixed $n$, level sums give $-0.188$, $+0.094$, $-0.025$, $+0.033$ and $+0.238$ at 470, 130, 600, 340 and 940 T, while the line at 1200 T keeps $0.318$. The dominance of the sum line is thus a property of the spin-degenerate model and does not carry over to a material with these masses and a free-electron $g$-factor.

Both frequencies are multiples of 10 T, so $\tilde\Omega/B^2$ and $\tilde E/B^2$ have period 0.1 T$^{-1}$ in $1/B$, and modes $(p+13j,q-47j)$ share a frequency. Their $p-q$ is shifted by $60j$ and their $k$ by $-11j$, so both denominators suppress them. The $A_\mu$ and $A_n$ above come from explicit level sums over $1/B=0.05$ to $0.15$ T$^{-1}$, and they match the formulas within a tested tolerance of $10^{-4}$ of $A_{11}$. The sine projection of the full $M_n$, with the $-2\tilde E/B$ term kept, gives 0.636 and $-0.329$, and $\mu$ is pinned to band 1 on a fraction 0.600 of the range, equal to $w_1$. The numerical output is printed below.

## Variation 1: finite temperature

*Find the mixed amplitudes when $k_BT$ damps the oscillations, and evaluate them at 10 T for 4 K and 6 K.*

The function $-k_BT\ln(1+e^{(\mu-E)/k_BT})$ is the convolution of $-\max(\mu-E,0)$ with $K(u)=1/[4k_BT\cosh^2(u/2k_BT)]$: both have second $\mu$-derivative $-K$, and both vanish with their slopes as $\mu\to-\infty$. For $\mu-\Delta_i\gg k_BT$ harmonic $p$ is therefore multiplied by the Fourier transform of $K$. With $v=1/(1+e^{-u/k_BT})$ and $\omega=2\pi pk_BT/\varepsilon_i$ this is $\int_0^1[v/(1-v)]^{i\omega}dv=\Gamma(1+i\omega)\Gamma(1-i\omega)=\pi\omega/\sinh\pi\omega$. For $p=1$, $R_i=X_i/\sinh X_i$, $X_i=2\pi^2k_BT/\varepsilon_i$.

The free energy is $\Omega+\mu n$ at the stationary $\mu$, a maximum because $\partial^2\Omega/\partial\mu^2=-\partial n/\partial\mu<0$. Stationarity removes the $d\mu/dB$ term, so $M_n(B)=M_\mu(\mu(B),B)$. At 10.3 T and 4 K, $\mu-\mu_0=-0.134$ meV, and both sides give $-0.1874\,\mu_B$, while $M_\mu$ at $\mu_0$ is $-0.2909\,\mu_B$.

Up to field-independent terms ($E_0$ and one proportional to $T^2$), one maximizes $-\tfrac12\rho\delta^2+\tilde\Omega(\mu_0+\delta)$. With $\tilde n=-\partial\tilde\Omega/\partial\mu$, the stationary point is $\delta=-\tilde n(\mu)/\rho$ and the value is $\tilde\Omega(\mu)-\tilde n(\mu)^2/2\rho$. Expanding, $\tilde\Omega(\mu)\approx\tilde\Omega(\mu_0)-\tilde n\delta=\tilde\Omega(\mu_0)+\tilde n^2/\rho$, so to second order the value is $\tilde\Omega(\mu_0)+\tilde n(\mu_0)^2/2\rho$. The sign of the quadratic term depends on where $\tilde\Omega$ is evaluated, and the phases $\theta_i=2\pi F_i/B$ belong to $\mu_0$. With $\tilde n=-(D/\pi)(R_1\sin\theta_1+R_2\sin\theta_2)$ the cross term in $e$ is
$$\frac{R_1R_2}{\pi^2}\sin\theta_1\sin\theta_2=\frac{R_1R_2}{2\pi^2}[\cos(\theta_1-\theta_2)-\cos(\theta_1+\theta_2)].$$
Setting each coefficient equal to $2e_{pq}=-g_{pq}/2\pi^2$ gives $g_{11}\approx R_1R_2$ and $g_{1,-1}\approx-R_1R_2$.

The expansion needs a small phase shift, $2\pi|\delta|/\varepsilon_i\lesssim2w_i(R_1+R_2)\ll1$. Count harmonic $p$ as order $R^p$ (for $p=2$ the factor is $R/\cosh X=R^2\tanh X/X<R^2$). Harmonic indices that add to $\pm1$ have odd total order, so the next terms are of relative order $R^2$. The field dependence of $R$ adds to $M$ a cosine term of relative order $(X_1+X_2)B/2\pi F$ for a mixed line of frequency $F$; at 10 T and 6 K it is about 2% of the sum line and 3% of the difference line. It is dropped, and the amplitudes below are those of the sine terms.

At 6 K, $R_1R_2=0.0534\times0.2076\approx0.0111$. Fermi–Dirac level sums give $g_{11}=0.01090$ and $g_{1,-1}=-0.01106$, which are 0.9835 and 0.9979 of the second-order values; $A_{11}=1.0610\times10^{-3}\times600\times0.01090=0.0069\,\mu_B$ and $A_{1,-1}=-0.0040\,\mu_B$. At 4 K, $R_1=0.2076$, $R_2=0.4521$, so $2w_1(R_1+R_2)=0.79$ (0.31 at 6 K) and the small-shift condition is not met; the ratios are nevertheless 0.926 and 0.988, and the amplitudes $0.0553$ and $-0.0334\,\mu_B$. The tests assert that each ratio lies within $R_1^2+R_2^2$ of 1 and that each deviation more than halves from 4 K to 6 K.

## Variation 2: very unequal and equal masses

*At $T=0$, compare fixed $n$ with fixed $\mu$ for the harmonics of $F_1$ as $w_1\to0$ and $w_1\to1$, and compare $g_{1,-1}$ with Variation 1 continued to $R_i=1$.*

Setting $q=0$, $k=pw_1$, and dividing by the fixed-$\mu$ value,
$$\frac{g_{p0}^{(n)}}{g_{p0}^{(\mu)}}=\frac{\operatorname{sinc}^2(pw_1)}{w_2}.$$
For $pw_1\ll1$ the ratio tends to 1: the closely spaced levels of the heavy band act as a reservoir, since $\mu$ sits on them over a fraction $w_2\to1$ of the torus, and the light band shows the fixed-$\mu$ signs. Then $g_{11}/g_{10}\approx w_1$. Also $k=2w_1-1$ gives $\operatorname{sinc}^2k\approx4w_1^2$, so $g_{1,-1}\approx-w_1$.

For $w_1\to1$, $\sin^2\pi w_1\approx\pi^2w_2^2$, so $g_{10}\approx w_2\to0$ while $g_{pp}=1/p^2$ remains. The heavy band's oscillation moves from $F_1$ to $F_1+F_2$ and takes the fixed-$n$ signs. The light band holds an integer number of levels over a fraction $w_1\to1$ of the torus, so the partial filling of band 1 follows the total $n/D$. In the example the ratio for $p=1$ is $1.0607\times0.6=0.636$ for the heavier band and $2.3866\times0.4=0.955$ for the lighter.

With $k=w_1-w_2$, $4w_1w_2=1-k^2$. The product $\operatorname{sinc}k=\prod_{j\ge1}(1-k^2/j^2)$ is at most $1-k^2$ for $|k|<1$, so $|g_{1,-1}|\le1-k^2$. The continued second-order value $-1$ is reached for equal masses and overshoots otherwise; here the sharp-level value is $-0.9116$. For the sum line the continued value $+1$ coincides with $g_{11}$ at any mass ratio, although the expansion is uncontrolled at $R_i=1$. A two-dimensional Fourier transform of the filled-level energy at $w_1=0.77$ reproduces all $g_{pq}$ with $|p|,|q|\le3$, other than $(0,0)$, with a largest absolute deviation of $5\times10^{-5}$.

## Values computed for the example and the checks

```
g = 2, m1 = 0.6 m_e, m2 = 0.4 m_e, F1 = 470 T, F2 = 130 T
hbar e/m_e = 0.11577 meV/T, c = g e/h = 4.8360e+14 m^-2 T^-1
mu0-d1 = 90.68 meV, mu0-d2 = 37.62 meV, d2-d1 = 53.06 meV
n1 = 2.2729e+17, n2 = 6.2868e+16, n = 2.9016e+17 m^-2
w1 = 0.60, w2 = 0.40, n mu_B = 2.6909e-06 A
one band, B = 10.05 T: eps = 1.9391 meV, F/B = 46.7662
 fixed mu: N = 47, s = -0.2338, M = -0.7833 mu_B/el, dM/dB = -15.667 mu_B/el/T
 fixed n : N = 46, f = 0.7662, M = -0.9000 mu_B/el, dM/dB = 15.333 mu_B/el/T
 jump as B falls: fixed mu -3.3333 mu_B/el at 10.1075 T; fixed n +3.3333 mu_B/el at 10.0000 T
 harmonic 1: fixed mu +1.0610, fixed n +1.0610 mu_B/el
 harmonic 2: fixed mu -0.5305, fixed n +0.5305 mu_B/el
 harmonic 3: fixed mu +0.3537, fixed n +0.3537 mu_B/el
two bands, T = 0, 1/B = 0.05-0.15 1/T (6.67-20.00 T); A in mu_B/el
 prefactor c^2/(pi rho n mu_B) = 1.06103e-03 per T
 (1,0) F = 470 T, k = 0.6, g_n = +1.0607: A_mu = +0.8311, A_n = +0.5290, raw +0.529
 (0,1) F = 130 T, k = 0.4, g_n = +2.3866: A_mu = +0.3448, A_n = +0.3292, raw +0.330
 (1,1) F = 600 T, k = 1.0, g_n = +1.0000: A_mu = +0.0000, A_n = +0.6366, raw +0.636
 (1,-1) F = 340 T, k = 0.2, g_n = -0.9116: A_mu = +0.0000, A_n = -0.3289, raw -0.329
 (2,0) F = 940 T, k = 1.2, g_n = -0.0253: A_mu = -0.4156, A_n = -0.0253, raw -0.025
 (2,-1) F = 810 T, k = 0.8, g_n = +0.0253: A_mu = +0.0000, A_n = +0.0218, raw +0.022
 (2,-3) F = 550 T, k = -0.0, g_n = +0.1667: A_mu = +0.0000, A_n = +0.0973, raw +0.098
 A_n(sum) = 1.7131e-06 A, A_n(diff) = -8.8495e-07 A
 fraction of 1/B range with mu pinned to band 1 = 0.600
torus test, w1 = 0.77: max |g - formula| = 5.0e-05
B = 10 T: eps1 = 1.9295 meV, eps2 = 2.8942 meV
T = 4 K: X1 = 3.526, X2 = 2.351, R1 = 0.2076, R2 = 0.4521, R1R2 = 0.09386
 g_11 = +0.08693 (ratio 0.9261), g_1,-1 = -0.09270 (ratio 0.9876)
 A(sum) = +0.05534, A(diff) = -0.03344 mu_B/el
T = 6 K: X1 = 5.290, X2 = 3.526, R1 = 0.0534, R2 = 0.2076, R1R2 = 0.01108
 g_11 = +0.01090 (ratio 0.9835), g_1,-1 = -0.01106 (ratio 0.9979)
 A(sum) = +0.00694, A(diff) = -0.00399 mu_B/el
B = 10.3 T, 4 K: mu-mu0 = -0.1342 meV
 M_n = -0.18739, M_mu(mu(B)) = -0.18739, M_mu(mu0) = -0.29089 mu_B/el
```
